# Why the same U means different things at different sphere radii

## What dimensions and symmetry allow

In LAPW+U, a correction with the parameter \(U\) acts on a chosen angular-momentum channel inside an atomic sphere of radius \(R\). The belief to be examined is that \(U=5\) eV, say, specifies the same correction whatever \(R\) is.

Consider a localized orbital with one characteristic length \(1/\zeta\), holding \(f\) electrons, where \(0\le f\le1\) because spin is part of the orbital label. Let \(\Delta\varepsilon\) be the displacement of its level caused by the correction, to first order in \(U\). The energy denominators of perturbation theory first appear at second order, so the only energy available is \(U\) itself. The available dimensionless quantities are \(f\) and \(\zeta R\). Therefore

\[
\Delta\varepsilon=U\,g(f,\zeta R).
\]

Two limits show that \(g\) depends on the radius. If \(R\to0\), the correction acts nowhere and \(g\to0\). If the sphere contains the whole orbital, the occupation is \(f\), the potential is the familiar \(U(1/2-f)\), and \(g\to 1/2-f\). Unless \(f=1/2\), these limits differ. A value of \(U\) without a radius thus does not determine the level shift.

Symmetry adds two facts. The sphere is invariant under rotations, so truncation at \(R\) mixes no angular functions \(Y_{lm}\) and removes the same fraction from each orbital of a shell with a common radial function. Furthermore, the correction energy used here,

\[
E_U=\frac U2\sum_m\left(n_m-n_m^2\right),
\]

is unchanged when an occupation \(n_m\) is replaced by \(1-n_m\). For a complete orbital, \(n_m=f_m\), and this makes the shifts of filled and empty levels equal and opposite. Truncation spoils that balance, because a filled orbital no longer has \(n_m=1\).

Here \(U\) denotes the effective parameter, often written \(U-J\), in the rotationally invariant, fully localized form of the correction. The occupation matrix is taken to be diagonal. Algebra is in atomic units; numerical values are in eV and angstrom.

## A counter-example: one orbital, three spheres

Take an \(l=2\) orbital \(\phi_m(\mathbf r)=[u(r)/r]\,Y_{2m}\) with

\[
u(r)=N r^3e^{-\zeta r},\qquad \zeta=5.5\ \text{Å}^{-1}.
\]

This is a model orbital, not that of a particular material. It is an exact eigenstate for the attraction \(-3\zeta/r\). Differentiating twice gives

\[
u''=\left(\frac6{r^2}-\frac{6\zeta}{r}+\zeta^2\right)u .
\]

For \(l=2\) the centrifugal term is \(l(l+1)/(2r^2)=3/r^2\), so

\[
-\frac12u''+\frac3{r^2}u-\frac{3\zeta}{r}u=-\frac{\zeta^2}{2}u .
\]

The terms in \(1/r^2\) and \(1/r\) cancel. Since \(u\) has no node at \(r>0\), this is the lowest \(d\) state.

**The fraction inside the sphere.** Normalization requires \(N^2\int_0^\infty r^6e^{-2\zeta r}dr=1\), hence \(N^2=(2\zeta)^7/6!\). With \(t=2\zeta r\) and \(x=2\zeta R\), the fraction of the norm inside is

\[
q(R)=\int_0^R u^2\,dr=\frac1{6!}\int_0^x t^6e^{-t}\,dt .
\]

To integrate, note that

\[
\frac{d}{dt}\left[-e^{-t}\sum_{k=0}^{6}\frac{t^k}{k!}\right]
=e^{-t}\left[\sum_{k=0}^{6}\frac{t^k}{k!}-\sum_{k=0}^{5}\frac{t^k}{k!}\right]
=\frac{t^6e^{-t}}{6!}.
\]

The bracket on the left equals \(-1\) at \(t=0\), so

\[
q(R)=1-e^{-x}\sum_{k=0}^{6}\frac{x^k}{k!}.
\]

For \(R=0.8\) Å, \(x=2\times5.5\times0.8=8.8\) and \(q=0.7744\). For \(R=1.2\) Å, \(x=13.2\) and \(q=0.9770\).

**The shifts.** Let one orbital of the shell be filled and another empty, and set \(U=5\) eV. In the smaller sphere the filled orbital has occupation \(0.7744\), although it holds one full electron. The potential in its channel is

\[
U\left(\tfrac12-n\right)=5\,(0.5-0.7744)=-1.372\ \text{eV},
\]

instead of \(-2.5\) eV. Moreover, this potential exists only inside the sphere, where the orbital has 0.7744 of its norm. The first-order level shift is the expectation value of the potential:

\[
\Delta\varepsilon_{\rm filled}=-1.372\times0.7744=-1.062\ \text{eV}.
\]

The empty channel has \(n=0\) and potential \(+2.5\) eV, also confined to the sphere:

\[
\Delta\varepsilon_{\rm empty}=2.5\times0.7744=1.936\ \text{eV}.
\]

The correction separates the two levels by \(1.936+1.062=2.998\) eV, not by 5 eV. The same arithmetic for the other radii gives, in eV for all energies:

| \(R\) (Å) | \(q\) | filled | empty | splitting |
|---|---|---|---|---|
| 0.8 | 0.774 | −1.06 | 1.94 | 3.00 |
| 1.0 | 0.921 | −1.94 | 2.30 | 4.24 |
| 1.2 | 0.977 | −2.33 | 2.44 | 4.77 |

The orbital, its electron number and \(U\) are the same in every row. Only the sphere has changed. This refutes the belief, and it also shows that the change in \(U(1/2-n)\) is just part of the effect: the reach of the potential changes as well.

## The correct general statement

Let \(\phi\) be an isolated localized orbital in one \(l,m\) and spin channel, and let \(q\) be the fraction of its norm inside the sphere. Let the rest of the Hamiltonian be held fixed. Then, to first order in \(U\),

\[
\boxed{\;n=fq,\qquad \Delta\varepsilon(f)=Uq\left(\tfrac12-fq\right)\;}
\]

and a filled and an empty orbital with the same radial function are separated by an additional

\[
\Delta\varepsilon(0)-\Delta\varepsilon(1)=Uq^2 .
\]

“Isolated” means that no other occupied state contributes to the occupation of the channel: neither tails of neighbouring orbitals nor another state of the same atom with the same \(l\), \(m\) and spin, such as a semicore shell included in \(\rho\).

## Proof

**The occupation.** The operator that selects the channel inside the sphere is

\[
P_m=\theta(R-r)\,|Y_{lm}\rangle\langle Y_{lm}| ,
\]

where \(\theta\) is one inside and zero outside. Since \(\theta^2=\theta\) and \(Y_{lm}\) is normalized, \(P_m^2=P_m\). This operator takes the complete radial function of the channel inside the sphere, whichever LAPW radial functions and local orbitals represent it. With the one-particle density operator \(\rho\), the occupation is \(n_m=\mathrm{Tr}(P_m\rho)\). For \(\rho=f|\phi\rangle\langle\phi|\) in this channel,

\[
n_m=f\langle\phi|P_m|\phi\rangle=f\int_0^Ru^2\,dr=fq .
\]

Normalizing an LAPW radial function \(u_l\) to one inside the sphere does not change this. If the orbital inside is \(A\,u_l(r)Y_{lm}/r\) with \(\int_0^Ru_l^2dr=1\), its inside charge is \(|A|^2\), so \(|A|^2=q\). The missing norm is in the coefficient.

**The potential.** Change \(\rho\) by \(\delta\rho\). Then \(\delta n_m=\mathrm{Tr}(P_m\delta\rho)\), and

\[
\delta E_U=\sum_m\frac U2(1-2n_m)\,\delta n_m
=\mathrm{Tr}\left[\sum_mU\left(\tfrac12-n_m\right)P_m\,\delta\rho\right].
\]

The operator multiplying \(\delta\rho\) is the one-particle potential:

\[
V=\sum_mU\left(\tfrac12-n_m\right)P_m .
\]

The radius enters twice, through the number \(n_m\) and through the operator \(P_m\).

**The level shift.** The orbital itself responds to \(V\), so its inside fraction is \(q+O(U)\). Because \(V\) already carries a factor \(U\), this response affects the level only at order \(U^2\). The orbitals of a shell may be degenerate, but \(V\) is diagonal in \(m\), so first-order perturbation theory needs only the diagonal element:

\[
\Delta\varepsilon=\langle\phi|V|\phi\rangle
=U\left(\tfrac12-fq\right)\langle\phi|P_m|\phi\rangle
=Uq\left(\tfrac12-fq\right).
\]

Finally,

\[
\Delta\varepsilon(0)-\Delta\varepsilon(1)
=\frac{Uq}{2}-\left(\frac{Uq}{2}-Uq^2\right)=Uq^2,
\]

which completes the proof. For \(q=1\) the shifts return to \(\mp U/2\) and the splitting to \(U\).

The proof also shows why the role of \(R\) changes when \(U\) is introduced. Without the correction, the Kohn–Sham Hamiltonian contains no sphere radius; \(R\) belongs to the basis that represents its solutions. With the correction, \(R\) appears in \(V\), so even a complete basis leaves a result that depends on it.

## How far first order can be trusted here

The numerical check diagonalizes the radial Hamiltonian with the truncated potential and iterates the occupation to self-consistency. At \(R=0.8\) Å and \(U=5\) eV, the filled level moves by \(-1.090\) eV, compared with \(-1.062\) eV at first order. The orbital contracts slightly into the attractive region, and \(n\) rises from 0.7744 to 0.7804. The potential becomes \(5(0.5-0.7804)=-1.402\) eV. Acting on the original orbital, it would give \(-1.402\times0.7744=-1.086\) eV, so most of the difference comes from the changed occupation.

The empty level moves by 1.922 eV instead of 1.936 eV. Its potential does not depend on the orbital, and the variational principle requires the relaxed lowest eigenvalue to lie no higher than the expectation value in the original orbital.

The self-consistent splittings at the three radii are 3.01, 4.26 and 4.78 eV. Relaxation therefore does not remove the dependence on \(R\). In a numerical test on the filled level at 0.8 Å, doubling a small \(U\) multiplies the part omitted by first order by 4.00, as a second-order remainder should. The model orbital is very stiff: it is bound by \(\zeta^2/2\approx115\) eV and the next \(d\) state lies about 50 eV higher, whereas a real \(3d\) level is bound by roughly 10 eV or less. Such an orbital is more easily deformed, and the relaxation corrections to its individual level shifts can be larger than those found here.

## The sign can reverse

For a filled orbital, the first-order shift is \(Uq(1/2-q)\). With \(U>0\), it is negative if \(q>1/2\), zero at \(q=1/2\), and positive if \(0<q<1/2\). In the last case the correction treats a filled orbital as less than half filled and repels it.

In the model, \(q=1/2\) at \(R=0.606\) Å. At \(R=0.5\) Å, \(q=0.3140\), and

\[
\Delta\varepsilon_{\rm filled}=5\times0.3140\times(0.5-0.3140)=0.292\ \text{eV}.
\]

The self-consistent value is 0.296 eV. The empty level still moves up by more, since the splitting \(Uq^2\) is positive. A normal ordering of the two levels is therefore no evidence that the filled one has been lowered. The reversal requires a sphere that holds less than half of the orbital. For a compact \(3d\) orbital this means radii near or below 0.6 Å, well under the values of about 1 Å or more commonly used, so it is a limiting case for such shells.

## The levels also move together

The average of the filled and empty shifts is

\[
\bar\Delta=\frac12\left[Uq\left(\tfrac12-q\right)+\frac{Uq}{2}\right]
=\frac{Uq(1-q)}2 .
\]

For \(U>0\) this is positive unless \(q\) is zero or one. It is the loss of balance anticipated from the symmetry \(n\to1-n\). States with no weight in the corrected channel do not feel \(V\) directly, so the midpoint of the pair moves upward relative to them. In a solid this can alter the alignment of \(d\) levels with ligand levels.

The same quantity appears in the energy. For a fixed orbital,

\[
E_U(f)=\frac U2\left(fq-f^2q^2\right),\qquad
\frac{dE_U}{df}=Uq\left(\tfrac12-fq\right),\qquad
\frac{d^2E_U}{df^2}=-Uq^2 .
\]

The slope is the level shift found above. At \(f=1\), the energy is \(Uq(1-q)/2\), whereas a complete filled orbital would give zero. The model has a penalty of 0.437 eV at \(R=0.8\) Å and 0.056 eV at \(R=1.2\) Å. The difference, about 0.38 eV per filled orbital, comes from the definition of the occupation alone. Total energies obtained with the same \(U\) but different radii should therefore not be subtracted to obtain a physical energy difference.

The curvature explains why a suitable \(U\) belongs to its projector. Suppose the uncorrected energy contains a spurious term \(Kf^2/2\), where \(f\) counts electrons in the whole orbital. Cancelling its curvature requires \(K-Uq^2=0\), or

\[
U=\frac K{q^2}.
\]

The smaller the inside fraction, the larger the required \(U\). With this choice the correction becomes

\[
E_U=\frac{K}{2q}f-\frac K2f^2 .
\]

The quadratic term no longer depends on \(R\), but the linear term does. Correct curvature does not guarantee a correct level position.

## Rescaling U repairs only one condition

To preserve the first-order splitting on going from radius \(R_1\) to \(R_2\), equate \(U_1q_1^2\) and \(U_2q_2^2\):

\[
U_2=U_1\left(\frac{q_1}{q_2}\right)^2 .
\]

Transferring \(U=5\) eV from 1.2 Å to 0.8 Å gives

\[
U_2=5\left(\frac{0.9770}{0.7744}\right)^2=7.96\ \text{eV}.
\]

The first-order shifts are then \(-1.69\) eV for the filled level and \(3.08\) eV for the empty one. Their separation is again 4.77 eV, but their average is 0.695 eV instead of 0.056 eV. Both levels are about 0.64 eV too high compared with the larger sphere. After relaxation the splitting is 4.81 eV, close to the 4.78 eV of the larger sphere, while the filled shift is \(-1.76\) eV instead of \(-2.34\) eV.

No single \(U_2\) can preserve both first-order shifts when the inside fractions differ. Equality for the empty level requires \(U_2q_2=U_1q_1\). Equality for the filled level requires

\[
U_2q_2\left(\tfrac12-q_2\right)=U_1q_1\left(\tfrac12-q_1\right).
\]

For nonzero \(U_1q_1\), dividing the second condition by the first gives \(q_2=q_1\). The two spheres must contain the same fraction of the orbital.

## Renormalizing the occupation

A better repair changes the definition of the occupation. Choose a reference orbital, calculate its inside fraction \(\bar q\) once for the given \(R\), and define

\[
\tilde n_m=\frac{\mathrm{Tr}(P_m\rho)}{\bar q}.
\]

Inserting \(\tilde n_m\) in \(E_U\) and repeating the variation gives the potential \(U(1/2-\tilde n_m)P_m/\bar q\). The factor \(1/\bar q\) appears again because \(\delta\tilde n_m=\mathrm{Tr}(P_m\delta\rho)/\bar q\). For an orbital with actual inside fraction \(q\),

\[
\Delta\varepsilon=U\frac q{\bar q}\left(\frac12-f\frac q{\bar q}\right).
\]

If \(q=\bar q\), this is \(U(1/2-f)\) for every radius with \(\bar q>0\), to first order. Both the splitting and the average are restored.

The operator \(P_m/\bar q\) is not a projector when \(\bar q<1\), since its square is \(P_m/\bar q^2\). An orbital lying wholly inside the sphere would have \(\tilde n=f/\bar q\), which exceeds one when it is filled. Relaxation shows the beginning of this: at 0.8 Å the filled orbital contracts and reaches \(\tilde n=1.018\). The self-consistent splittings for \(U=5\) eV are 5.09, 5.03 and 5.01 eV at 0.8, 1.0 and 1.2 Å. Their spread is below 0.1 eV, compared with about 1.8 eV for the ordinary sphere occupation. In this model the remaining dependence reflects relaxation. If bonding, or different radial functions for the filled and empty orbitals, make \(q/\bar q\) differ from one by an amount that varies with \(R\), the level shifts depend on the radius again at first order.

## Conditions in a real calculation

The formula \(Uq^2\) assumes a common radial function. If the filled and empty orbitals have inside fractions \(q_f\) and \(q_e\), the first-order splitting is

\[
\frac{Uq_e}{2}-Uq_f\left(\frac12-q_f\right)
=U\left[q_f^2+\frac{q_e-q_f}{2}\right].
\]

Neighbouring tails may also add charge to the channel inside the sphere. Then \(n\) is not \(fq\), and a measured sphere occupation cannot by itself reveal how much of the local orbital is missing. The general potential \(U(1/2-n)P_m\) remains valid for a diagonal occupation matrix, but its effect must be evaluated with the actual crystal states.

For calculations that are to be compared, the radius of the corrected atom should be kept fixed and reported together with \(U\). If \(U\) is calculated rather than chosen, the calculation should use the same occupation operator as the subsequent LAPW+U run. If the radius must change, the change in \(q\) gives a first estimate of the effect on the splitting, and the level positions need a separate check.

## Numbers as computed

```
Orbital decay constant zeta = 5.5 1/angstrom
Mean orbital radius = 0.636 angstrom
U = 5.0 eV
Curvature of E_U in f at R = 0.8 angstrom = -2.998 eV
R = 0.8 angstrom: x = 2 zeta R = 8.8, q = 0.7744
  potential on filled channel U(1/2-n) = -1.372 eV
  first-order shifts: filled -1.062 eV, empty 1.936 eV
  first-order splitting U q^2 = 2.998 eV
  mean shift = energy penalty at f = 1: 0.437 eV
  self-consistent: filled -1.090 eV, empty 1.922 eV
  self-consistent: splitting 3.012 eV, n = 0.7804
  self-consistent energy penalty = 0.433 eV
R = 1.0 angstrom: x = 2 zeta R = 11.0, q = 0.9214
  potential on filled channel U(1/2-n) = -2.107 eV
  first-order shifts: filled -1.941 eV, empty 2.303 eV
  first-order splitting U q^2 = 4.245 eV
  mean shift = energy penalty at f = 1: 0.181 eV
  self-consistent: filled -1.963 eV, empty 2.298 eV
  self-consistent: splitting 4.260 eV, n = 0.9252
  self-consistent energy penalty = 0.177 eV
R = 1.2 angstrom: x = 2 zeta R = 13.2, q = 0.9770
  potential on filled channel U(1/2-n) = -2.385 eV
  first-order shifts: filled -2.330 eV, empty 2.442 eV
  first-order splitting U q^2 = 4.773 eV
  mean shift = energy penalty at f = 1: 0.056 eV
  self-consistent: filled -2.337 eV, empty 2.441 eV
  self-consistent: splitting 4.778 eV, n = 0.9782
  self-consistent energy penalty = 0.055 eV
Remainder ratio when U doubles (0.5 to 1 eV) = 4.00
Radius with q = 1/2: 0.606 angstrom
R = 0.5 angstrom: q = 0.3140
  filled shift: first order 0.292 eV, self-consistent 0.296 eV
U at 0.8 angstrom matching the splitting at 1.2 angstrom = 7.958 eV
  first-order shifts: filled -1.691 eV, empty 3.081 eV
  first-order mean shift = 0.695 eV
  self-consistent: filled -1.761 eV, empty 3.045 eV
  self-consistent splitting = 4.807 eV
Renormalized occupation, U = 5 eV, self-consistent:
  R = 0.8 angstrom: filled -2.614 eV, empty 2.476 eV, splitting 5.091 eV, n = 1.0181
  R = 1.0 angstrom: filled -2.533 eV, empty 2.493 eV, splitting 5.026 eV, n = 1.0052
  R = 1.2 angstrom: filled -2.508 eV, empty 2.498 eV, splitting 5.006 eV, n = 1.0013
```
